\section*{Initial-state radiation at the Z peak and the radiative tail}

\section*{Problem}

In $e^+e^-\to Z\to f\bar f$ the incoming electron or positron can radiate photons before annihilation. An estimate of the effect on the peak multiplies the cross section at $s=M^2$ by
\begin{equation}
\left(\frac{\Gamma}{M}\right)^{\beta},\qquad
\beta=\frac{2\alpha}{\pi}(L-1),\qquad L=\ln\frac{s}{m^2},
\end{equation}
where $m$ is the electron mass, $M$ and $\Gamma$ are the mass and width of the $Z$, and $\sqrt s$ is the collision energy.

(a) Derive $\beta$ and the power law. (b) Is this power alone enough to explain a loss of about a quarter? If not, what is missing? (c) Why does radiation raise the cross section above the resonance, and by how much at 110 GeV?

Use the rough values $M=91$ GeV and $\Gamma=2.5$ GeV.

\section*{Conventions and kinematics}

We set $\hbar=c=1$, $e^2=4\pi\alpha$, and use the metric $(+,-,-,-)$. The beams are unpolarized, $m^2\ll s$, and no event is rejected because it contains photons. The coupling $\alpha$ is the one for real photons. Only $Z$ exchange and initial-state photons are included. The Born cross section is $\sigma_0(s)=\sigma_{\rm pk}B(s)$ with
\begin{equation}
B(s)=\frac{s\Gamma^2}{(s-M^2)^2+M^2\Gamma^2},\qquad B(M^2)=1 .
\end{equation}

Let $P=p_1+p_2$ be the total momentum and $E=\sqrt s/2$ the beam energy. After emission of a photon of momentum $k$ and energy $\omega=xE$, the pair annihilates at
\begin{equation}
s'=(P-k)^2=s-2\sqrt s\,\omega=s(1-x).
\end{equation}
At $s=M^2$, with $\gamma=\Gamma/M$,
\begin{equation}
B(M^2(1-x))=(1-x)\frac{\gamma^2}{x^2+\gamma^2}.
\label{peakB}
\end{equation}
The resonance thus accepts photons with $x\lesssim\gamma$, that is $\omega\lesssim\gamma M/2=\Gamma/2$, and suppresses harder ones. The loss at the peak is set by the chance of radiating more than this.

\section*{One photon}

Write $a=2p_1\!\cdot k$, $b=2p_2\!\cdot k$ and $\hat p=\gamma_\mu p^\mu$. The photon leaves either the electron or the positron, so the matrix between the spinors is
\begin{equation}
A^{\mu\nu}=-\frac{\gamma^\nu(\hat q+m)\gamma^\mu}{a}
-\frac{\gamma^\mu(\hat r+m)\gamma^\nu}{b},
\quad q=p_1-k,\quad r=k-p_2,
\end{equation}
because $q^2-m^2=-a$ and $r^2-m^2=-b$. Here $\mu$ belongs to the photon and $\nu$ to the $Z$, taken first with a vector coupling. The final state, integrated over its own phase space, supplies $-g_{\nu\nu'}\rho(s')$; terms with the total momentum vanish by current conservation for the vector coupling, and are of relative order $m^2/s'$ for the axial coupling treated below, negligible as long as $s'\gg m^2$. The photon polarization sum is $-g_{\mu\mu'}$. The two minus signs cancel, and we need
\begin{equation}
T={\rm Tr}\,[(\hat p_2-m)A^{\mu\nu}(\hat p_1+m)\bar A_{\mu\nu}],
\qquad \bar A=\gamma^0A^\dagger\gamma^0 .
\end{equation}

\paragraph{Massless part.} We use $\gamma_\mu\hat u\gamma^\mu=-2\hat u$, $\gamma_\mu\hat u\hat v\gamma^\mu=4u\!\cdot\! v$ and $\gamma_\mu\hat u\hat v\hat w\gamma^\mu=-2\hat w\hat v\hat u$. The square of the first term is
\begin{align}
\frac{4}{a^2}{\rm Tr}[\hat p_2\hat q\hat p_1\hat q]
&=\frac{16}{a^2}\left[2(p_2\!\cdot q)(p_1\!\cdot q)-q^2p_1\!\cdot p_2\right]\nonumber\\
&=\frac{16}{a^2}\left[-\frac{a(s-b)}2+\frac{as}2\right]=\frac{8b}{a},
\end{align}
since $p_2\!\cdot q=(s-b)/2$, $p_1\!\cdot q=-a/2$, $q^2=-a$ and $p_1\!\cdot p_2=s/2$. The second square is $8a/b$ by symmetry. The interference is
\begin{align}
\frac{2}{ab}{\rm Tr}[\hat p_2\gamma^\nu\hat q\gamma^\mu\hat p_1\gamma_\nu\hat r\gamma_\mu]
&=-\frac{4}{ab}{\rm Tr}[\hat p_2\hat p_1\gamma^\mu\hat q\hat r\gamma_\mu]\nonumber\\
&=-\frac{16\,q\!\cdot r}{ab}\,4p_1\!\cdot p_2=\frac{16ss'}{ab},
\end{align}
because $q\!\cdot r=(a+b-s)/2=-s'/2$.

\paragraph{Mass part.} The mass matters where $a$ or $b$ is of order $m^2$, so we need the terms $m^2s/a^2$ and $m^2s/b^2$. In the first square, contraction turns $\hat p_2-m$ into $-2\hat p_2-4m$ and $\hat p_1+m$ into $-2\hat p_1+4m$. Terms without $\hat p_2$ contain only the small invariants $m^2$, $q^2$ and $p_1\!\cdot q$, and are dropped. The others give
\begin{equation}
4{\rm Tr}[\hat p_2\hat q\hat p_1\hat q]+4m^2{\rm Tr}[\hat p_2\hat p_1]
-16m^2{\rm Tr}[\hat p_2\hat q].
\end{equation}
Now $q^2=m^2-a$ and $p_1\!\cdot q=m^2-a/2$, so the first trace acquires the extra term $16m^2(s/2-b)$. The second is $8m^2s$ and the third is $-32m^2(s-b)$. Their sum is $-16m^2(s-b)$, where $s-b=s'$ for $a\to0$. Mass terms in the interference have one power of $1/a$ less and are smaller by $m^2/s$ after integration. Hence
\begin{equation}
T=8\left[\frac ab+\frac ba+\frac{2ss'}{ab}
-2m^2s'\left(\frac1{a^2}+\frac1{b^2}\right)\right].
\label{T}
\end{equation}
An axial coupling, $\gamma^\nu\to\gamma^\nu\gamma_5$, changes only the sign of the mass beside $\hat p_2$ in the first square, and of the mass beside $\hat p_1$ in the second; in each case that mass enters only dropped terms. Products of vector and axial couplings vanish here: a trace with one $\gamma_5$ needs four independent vectors, and only $p_1,p_2,k$ are available.

\paragraph{Angular integral.} With $c$ the cosine of the photon angle and $v$ the electron velocity, $a=\frac{sx}{2}(1-vc)$ and $b=\frac{sx}{2}(1+vc)$. Since $a+b=sx$,
\begin{equation}
\frac ab+\frac ba+\frac{2ss'}{ab}
=\frac{(a+b)^2+2ss'}{ab}-2
=\frac{s^2[1+(1-x)^2]}{ab}-2 .
\end{equation}
The integrals over $-1<c<1$ are
\begin{align}
\int\frac{dc}{ab}&=\frac{4}{s^2x^2}\,\frac1v\ln\frac{1+v}{1-v}\simeq\frac{4L}{s^2x^2},\\
\int\frac{m^2dc}{a^2}&=\frac{4m^2}{s^2x^2}\,\frac{2}{1-v^2}=\frac{2}{sx^2},
\end{align}
using $1-v^2=4m^2/s$, so that $(1+v)/(1-v)=(1+v)^2/(1-v^2)\simeq s/m^2$. The integral of $m^2/b^2$ is the same. Therefore
\begin{align}
\int T\,dc&=8\left[\frac{4L[1+(1-x)^2]}{x^2}-4-\frac{8(1-x)}{x^2}\right]\nonumber\\
&=\frac{32[1+(1-x)^2]}{x^2}(L-1),
\end{align}
because $x^2+2(1-x)=1+(1-x)^2$.

\paragraph{Normalization.} Without a photon, the spin sum at energy $s'$ is $8p_1\!\cdot p_2=4s'$. With flux factor $1/(2s')$ and spin average $1/4$, $\sigma_0(s')=\rho(s')/2$. With one photon,
\begin{equation}
d\sigma_1=\frac1{2s}\,\frac14\,e^2\frac{d^3k}{(2\pi)^32\omega}\,T\rho(s'),
\qquad \frac{d^3k}{2\omega}=\frac{\pi s x}{4}\,dx\,dc .
\end{equation}
Dividing by $\sigma_0(s')$ gives $dN/dx=\frac{\alpha x}{32\pi}\int T\,dc$, or
\begin{equation}
\frac{dN}{dx}=\frac\beta2\,\frac{1+(1-x)^2}{x}
=\frac\beta x-\beta\left(1-\frac x2\right).
\label{one}
\end{equation}
For soft photons this is $\beta\,dx/x$, which identifies $\beta$. The logarithm comes from photon angles between about $m/E$ and one: over that range the rate is spread evenly in the logarithm of the angle.

\section*{Many photons and the missing factor}

Virtual corrections are now fixed in the collinear approximation. A collinear photon changes the momentum of an electron but not the number of electrons, so the probabilities of all emission histories add to one. Successive emissions are treated as independent, each taking a fraction $x_i$ of what remains, $1-x=\prod_i(1-x_i)$. The number of photons then follows a Poisson distribution with the rate (\ref{one}). This keeps the leading logarithmic corrections from photons, of order $(\alpha L/\pi)^n$ for $n$ photons. Terms with fewer logarithms are not treated systematically; in particular, virtual terms of relative order $\alpha/\pi$ without a logarithm are left out. The known first-order term of this kind, not derived here, is $(\alpha/\pi)(\pi^2/3-1/2)\simeq0.0065$, so the third digit of the cross-section ratios below belongs to the model and not to the full theory.

To first order, the probability of losing less than $\epsilon\ll1$ is one minus the rate above $\epsilon$:
\begin{equation}
P(x<\epsilon)\simeq1-\int_\epsilon^1\frac{dN}{dx}dx
\simeq1+\beta\ln\epsilon+\frac{3\beta}{4}.
\label{first}
\end{equation}
The last term is positive because the true spectrum lies below $\beta/x$ at large $x$, so fewer events are lost than the soft spectrum would suggest.

For several photons and small total loss, every $x_i$ is small and $x\simeq\sum_ix_i$. The Laplace transform of a Poisson sum, at large $\lambda$, is
\begin{align}
\ln\langle e^{-\lambda x}\rangle
&=\int_0^1\frac{dN}{dx}\left(e^{-\lambda x}-1\right)dx\nonumber\\
&\simeq-\beta\int_0^\lambda\frac{1-e^{-t}}t\,dt+\beta\int_0^1\left(1-\frac x2\right)dx\nonumber\\
&\simeq-\beta(\ln\lambda+\gamma_E)+\frac{3\beta}4 .
\end{align}
The integral over $t$ was done by parts, with $\int_0^\infty e^{-t}\ln t\,dt=-\gamma_E$, where $\gamma_E$ is Euler's constant. Since $\int_0^\infty x^{\beta-1}e^{-\lambda x}dx=\Gamma(\beta)\lambda^{-\beta}$ (with $\Gamma(\cdot)$ the gamma function), the density of the total loss at small $x$ is
\begin{equation}
H(x)\simeq\Delta\,\beta x^{\beta-1},\qquad
\Delta=\frac{e^{\beta(3/4-\gamma_E)}}{\Gamma(1+\beta)} .
\end{equation}
Its integral is $P(x<\epsilon)=\Delta\epsilon^\beta$. With $\epsilon=\gamma$ this contains the power in the question, multiplied by $\Delta$. For larger $x$ we add the first-order hard term from (\ref{one}):
\begin{equation}
H(x)\simeq\Delta\,\beta x^{\beta-1}-\beta\left(1-\frac x2\right).
\label{H}
\end{equation}

\section*{Reduction at the peak}

The observed cross section is $\sigma(s)=\int_0^1H(x)\,\sigma_0(s(1-x))\,dx$. At $s=M^2$ the leading part uses the soft density and drops the factor $1-x$ in (\ref{peakB}). The upper limit can go to infinity, since the integrand is already small at $x=1$. With $x=\gamma t$ and then $u=t^2$,
\begin{align}
\int_0^\infty\beta x^{\beta-1}\frac{\gamma^2}{x^2+\gamma^2}dx
&=\beta\gamma^\beta\int_0^\infty\frac{t^{\beta-1}}{1+t^2}dt\nonumber\\
&=\frac{\beta\gamma^\beta}2\int_0^\infty\frac{u^{\beta/2-1}}{1+u}du
=\gamma^\beta\frac{\pi\beta/2}{\sin(\pi\beta/2)} .
\end{align}
The last integral is the standard $\pi/\sin(\pi\beta/2)$. Thus
\begin{equation}
\frac{\sigma(M^2)}{\sigma_{\rm pk}}\simeq
\Delta\left(\frac\Gamma M\right)^\beta\frac{\pi\beta/2}{\sin(\pi\beta/2)} .
\label{peak}
\end{equation}

\paragraph{Numbers.} Here $L=24.180$ and $1/\alpha=137.036$, so
\begin{equation}
\beta=\frac{2\times23.180}{137.036\,\pi}=0.1077,\qquad
\gamma=\frac{2.5}{91}=0.02747 .
\end{equation}
The bare power is $\gamma^\beta=0.679$, a loss of 32\%: a third rather than a quarter. The missing factor is $\Delta=1.074$. The resonance shape contributes another 1.005, and
\begin{equation}
\frac{\sigma(M^2)}{\sigma_{\rm pk}}\simeq0.679\times1.005\times1.074=0.733,
\end{equation}
a loss of 27\%. The quarter is therefore a fair rough figure for the full reduction, but not for the bare power.

Two small terms were dropped in (\ref{peak}). The hard term in (\ref{H}) contributes about $-\beta\int_0^\infty\gamma^2dx/(x^2+\gamma^2)=-\pi\beta\gamma/2=-0.0046$. The factor $1-x$ contributes about $-\Delta\gamma^\beta\pi\beta\gamma/2=-0.0034$. These are leading estimates: integrated over $0<x<1$ with all factors kept, the hard term is $-0.0042$. Either way the two terms lower 0.733 to about 0.725, the value of the numerical convolution. A photon-by-photon simulation of the Poisson cascade gives 0.727, again a loss of 27\%. The simulation shares the collinear treatment of virtual corrections, so it tests the algebra of many photons and not the omitted non-logarithmic terms.

\paragraph{Why the power is needed.} The first-order expression (\ref{first}) at $\epsilon=\gamma$ gives 0.694. Its large term is $\beta\ln\gamma=-0.387$, whose square contributes $0.387^2/2=0.075$ at second order. Other terms of that order cancel part of this, mainly the product $-0.387\times3\beta/4=-0.031$; expanding (\ref{peak}) gives a total second-order term of 0.042, which is still not negligible. For a resonance 30 times narrower the logarithm is larger still: (\ref{peak}) gives 0.508, and the simulation agrees to three decimals. First order would give $0.6937-0.1077\ln30=0.327$. The closed formula instead loses accuracy when $\Gamma/M$ is not small, because its dropped terms are of order $\beta\gamma$. It also does not apply if the event selection itself rejects radiating events.

\paragraph{Position of the maximum.} The maximum is not exactly at $s=M^2$. Let $y=(s-M^2)/M^2$. Near the peak the resonance factor is $\gamma^2/[(x-y)^2+\gamma^2]$, whose derivative with respect to $y$ at $y=0$ is $2x\gamma^2/(x^2+\gamma^2)^2>0$ for every $x>0$. Energy loss therefore moves the maximum upward. In the convolution it lies 125 MeV above $M$, of which 17 MeV is already present in the Born curve. These two numbers belong to the fixed-width form of $B$. With an $s$-dependent width, $M^2\Gamma^2\to s^2\Gamma^2/M^2$ in the denominator, the Born maximum lies 17 MeV below $M$ and the radiated one about 92 MeV above it; the part due to radiation, close to 110 MeV, is the same in both forms. Its height is 0.732, so the loss remains 27\%.

\section*{The radiative tail}

Above the resonance a photon can bring the pair back to it. The condition $s'=M^2$ requires
\begin{equation}
x_0=1-\frac{M^2}{s}.
\end{equation}
If $x_0$ is much larger than the resonance width in $x$, $H(x)$ is nearly constant across the resonance. With $dx=-ds'/s$ and $s'\Gamma^2\simeq M^2\Gamma^2$ in the numerator of $B$, the returning events contribute
\begin{align}
\frac{\sigma_{\rm ret}}{\sigma_{\rm pk}}
&\simeq\frac{H(x_0)}s\int_{-\infty}^{\infty}
\frac{M^2\Gamma^2\,ds'}{(s'-M^2)^2+M^2\Gamma^2}\nonumber\\
&=H(x_0)\,\frac{\pi M\Gamma}s .
\label{return}
\end{align}

For $\gamma\ll y\ll1$ we have $x_0\simeq y$ and $s\simeq M^2$. The return term is then $\pi\gamma\Delta\beta y^{\beta-1}$, while the Born curve is $\gamma^2/y^2$. Their ratio,
\begin{equation}
\frac{\sigma_{\rm ret}}{\sigma_0}\simeq\frac{\pi\beta\Delta\,y^{1+\beta}}{\gamma},
\end{equation}
grows with distance from the peak. Emission costs a factor of order $\beta$, but the pair then annihilates on resonance instead of far from it. This is the radiative tail: in this limit the return term falls nearly as $1/y$, more slowly than the Born curve. The ratio has relative corrections of order $y$, and for the $Z$ the range $\gamma\ll y\ll1$ is narrow, so it shows the trend only. At 110 GeV, where $y=0.46$, it would give 5.6, while (\ref{return}) gives 2.7.

Below the resonance no such return is possible. Radiation lowers $s'$ further, and $B$ increases with $s'$ for $s'<M^2$. Every radiating event is therefore moved to a smaller cross section.

\paragraph{At 110 GeV.} Here $x_0=1-91^2/110^2=0.316$, and the returning photon has energy $x_0\sqrt s/2=17.4$ GeV. Equation (\ref{H}) gives $H(x_0)=0.233$ with $\beta$ kept at its value for $s=M^2$, so
\begin{equation}
\frac{\sigma_{\rm ret}}{\sigma_{\rm pk}}\simeq
0.233\times\frac{\pi\times91\times2.5}{110^2}=0.0138 .
\end{equation}
Simulated events with $x>x_0/2$ contribute 0.0137. This cut is a convention, and finite width and second-order emission are left out of (\ref{return}), so the closeness of the two numbers should not be read as the accuracy of the formula (the density of the full cascade at $x_0$ is 0.241, 3\% above the value from (\ref{H})); the check requires agreement within 10\%. The total in the simulation is 0.0187, against a Born value of 0.0052. The remaining 0.0050 comes from events with smaller losses. Integrating (\ref{H}) up to $x_0/2=0.158$ gives $\Delta\,(0.158)^\beta-\beta\,(0.158-0.158^2/4)\simeq0.86$ for the fraction of such events. At the Born value they would give $0.86\times0.0052=0.0045$; the rest arises because their losses bring $s'$ nearer to $M^2$, where $B$ is larger. The split between the two parts depends on where the cut is placed.

\section*{A few cases}

Both cross sections are divided by the Born value at $s=M^2$. The radiated values come from the simulation, with $\beta$ held at its value for $s=M^2$.

\begin{center}
\begin{tabular}{cccc}
\hline
$\sqrt s$ (GeV) & Born & With radiation & Ratio\\
\hline
88 & 0.142 & 0.104 & 0.73\\
91 & 1.000 & 0.727 & 0.73\\
94 & 0.153 & 0.198 & 1.29\\
110 & 0.0052 & 0.0187 & 3.6\\
\hline
\end{tabular}
\end{center}

The same one-sided energy loss lowers the first two entries and raises the last two. The enhancement does not start at $M$: just above the peak the loss still dominates, and the ratio passes one near 92.6 GeV. At 94 GeV $y=0.067$ is only about $2.4\gamma$, the Born curve is still 15\% of the peak, and the enhancement is modest. At 110 GeV the Born cross section has fallen so far that most of the rate comes from returns to the resonance. These values describe $Z$ exchange alone: virtual-photon exchange and its interference with the $Z$ would have to be added for a full cross section away from the peak. The numerical check accompanying this text tests the one-photon spectrum, the peak factor and the return term.

\section*{Computed results}
\begin{verbatim}
Z mass M (rough input) = 91.0 GeV
Z width Gamma (rough input) = 2.5 GeV
electron mass m = 5.109990e-04 GeV
1/alpha = 137.036
Gamma/M = 0.02747
ln(M^2/m^2) = 24.180
beta = 0.10769
beta from eikonal angular integral = 0.10769
hard spectrum, largest relative deviation = 4.5e-06
bare power (Gamma/M)^beta = 0.6790
loss from bare power = 32.1 %
first order 1+beta*ln(Gamma/M)+3*beta/4 = 0.6937
3*beta/4 = 0.0808
Delta = 1.0743
(pi*beta/2)/sin(pi*beta/2) = 1.0048
peak factor, closed formula = 0.7330
peak factor, convolution = 0.7254
peak factor, simulation = 0.7266
statistical error of simulation = 0.0002
loss at s=M^2, closed formula = 26.7 %
loss at s=M^2, simulation = 27.3 %
width/30: closed formula = 0.5082
width/30: simulation = 0.5080
shift of maximum, pi*beta*Gamma/8 = 106 MeV
shift of Born maximum above M = 17 MeV
shift of maximum, convolution = 125 MeV
height of maximum, soft formula = 0.7380
height of maximum, convolution = 0.7317
line shape relative to Born value at s=M^2:
sqrt(s) = 88.0 GeV: Born 0.14230, convolution 0.10400, simulation 0.10422, simulation/Born 0.732
sqrt(s) = 91.0 GeV: Born 1.00000, convolution 0.72544, simulation 0.72659, simulation/Born 0.727
sqrt(s) = 94.0 GeV: Born 0.15350, convolution 0.19639, simulation 0.19817, simulation/Born 1.291
sqrt(s) = 110.0 GeV: Born 0.00517, convolution 0.01827, simulation 0.01874, simulation/Born 3.627
110 GeV: x of returning photon = 0.3156
110 GeV: energy of returning photon = 17.36 GeV
110 GeV: radiator H(x0) = 0.2330
110 GeV: return term, formula = 0.01377
110 GeV: return term, simulation (x > x0/2) = 0.01369
\end{verbatim}
